# Channel-dependent nuclear cusps of semilocal potentials and the Jastrow factor

## Definitions and conventions

Hartree atomic units are used, and a fixed nucleus sits at the origin. One chosen electron has position $\mathbf r=r\mathbf n$ with $|\mathbf n|=1$; $R'$ denotes the positions $\mathbf r_j$ of all the others. Spins are held fixed. The effective core potential acts on each electron as

$$V=\sum_l V_l(r)P_l,\qquad V_l(r)=-\frac{Z_l}{r}+v_l(r),$$

where $P_l$ projects the dependence on $\mathbf n$ onto angular momentum $l$, and $v_l$ is bounded near $r=0$. The number $Z_l$ is the residual charge of channel $l$. This form does not cover every tabulated potential. The LANL2DZ, CRENBL and SBKJC potentials for Si and Cu contain terms $A/r^2$ in the $s$ and $p$ channels; such a term changes the centrifugal coefficient to $l(l+1)+2A$, so $r^l$ is no longer the leading power and the results below do not apply. The Stuttgart potential for Si, with equal charges $Z_l=4$, and the BFD and ccECP potentials for Si and Cu, with $Z_l=0$, are of the form assumed. All channels above some $L$ are assumed to share one $V_l$. Then $V$ is a multiplication plus finitely many projections, so near the nucleus it turns a function of size $O(r^k)$ into one of size $O(r^{k-1})$.

The Hamiltonian is split as

$$H=-\tfrac12\nabla^2+V+W+H',\qquad W=\sum_j\frac1{|\mathbf r-\mathbf r_j|},$$

where $\nabla$ and $V$ act on the chosen electron and $H'$ contains everything that acts on the others alone. The wavefunction is expanded in channels,

$$\Psi(\mathbf r,R')=\sum_{lm}r^l f_{lm}(r;R')\,Y_{lm}(\mathbf n).$$

The cusp slope of a channel is $f_{lm}'(0)/f_{lm}(0)$. It belongs to the reduced function $f_{lm}$, not to the full radial function $r^lf_{lm}$.

**Assumptions on the eigenfunction.** The other electrons are away from the nucleus and from one another. As $r\to0$, each $f_{lm}$ is continuous, $H'f_{lm}$ is bounded, and $r^{2l+2}f_{lm}'\to0$. The channel sum may be multiplied by $W$ and projected term by term. The first and third conditions each exclude the irregular solution: it behaves as $r^{-l-1}$, so that $f\sim r^{-2l-1}$ diverges and $r^{2l+2}f'$ tends to a nonzero constant. The third is listed because the proof below uses it directly.

## The cusp condition

**Lemma 1.** In channel $lm$ the eigenvalue equation reads

$$f''+\frac{2(l+1)}r f'=-\frac{2Z_l}{r}f+G,\qquad G\ \text{bounded as } r\to0. \tag{1}$$

*Proof.* Put $R=r^lf$. Then

$$R'=r^lf'+lr^{l-1}f,\qquad R''=r^lf''+2lr^{l-1}f'+l(l-1)r^{l-2}f.$$

In the radial Laplacian the terms in $r^{l-2}f$ have the coefficient $l(l-1)+2l-l(l+1)=0$, so

$$R''+\frac2rR'-\frac{l(l+1)}{r^2}R=r^l\left[f''+\frac{2(l+1)}r f'\right]. \tag{2}$$

The remaining terms of $H\Psi=E\Psi$ must be compared with $r^l$. The terms with $v_l$, $H'$ and $E$ are $r^l$ times bounded functions. For $r$ smaller than every $r_j$, the repulsion $W$ is a sum of multipoles $r^kY_{kq}(\mathbf n)$ with coefficients depending on $R'$. Such a multipole carries channel $l'$ into channel $l$ only if $k\ge|l-l'|$. The result is of order $r^{k+l'}$, and $k+l'\ge l$. Hence $W$ also contributes $O(r^l)$. Dividing the projected equation by $-\tfrac12r^l$ and moving the singular term to the right gives (1). $\square$

**Theorem 1.** Under the stated assumptions,

$$f_{lm}'(0)=-\frac{Z_l}{l+1}f_{lm}(0). \tag{3}$$

If $f_{lm}(0)\ne0$, the cusp slope is therefore $-Z_l/(l+1)$.

*Proof.* Multiply (1) by $r^{2l+2}$. The left side becomes a total derivative:

$$\left(r^{2l+2}f'\right)'=-2Z_l r^{2l+1}f+r^{2l+2}G.$$

Integrate from $0$ to $r$. The boundary term at $0$ vanishes by regularity, and

$$r^{2l+2}f'(r)=-2Z_l\int_0^r t^{2l+1}f(t)\,dt+O(r^{2l+3}).$$

Since $f$ is continuous, the integral is $f(0)r^{2l+2}/(2l+2)+o(r^{2l+2})$. Dividing by $r^{2l+2}$ and letting $r\to0$ gives $f'(0)=-2Z_lf(0)/(2l+2)$, which is (3). $\square$

The factor $l+1$ has a kinetic origin. The centrifugal term is cancelled by the prefactor $r^l$, but the cross term between $r^l$ and $f$ raises the coefficient of $f'/r$ from $2$ to $2(l+1)$. A smaller slope then balances the same $-Z_l/r$.

The other electrons change the amplitudes $f_{lm}(0)$ but not the slopes. The argument does not cover a second electron reaching the nucleus at the same time.

## What a common Jastrow slope leaves behind

**Lemma 2.** Let a trial channel have $f=f(0)[1-ar+O(r^2)]$, with a remainder that may be differentiated twice. Then

$$\left(-\tfrac12\nabla^2+V\right)r^lfY_{lm}=\left[(l+1)a-Z_l\right]f(0)\,r^{l-1}Y_{lm}+O(r^l). \tag{4}$$

*Proof.* By (2), the kinetic term is $-\tfrac12r^l[f''+2(l+1)f'/r]$. Its leading part is $-(l+1)r^{l-1}f'(0)=(l+1)a\,r^{l-1}f(0)$. The potential adds $-Z_lr^{l-1}f(0)$. $\square$

Now multiply cuspless orbitals, for which $f'(0)=0$, by a factor $e^{-ar+O(r^2)}$ whose remainder is a smooth function plus a function of $r$ alone. Every channel acquires the same slope $-a$. A remainder such as $r\,\mathbf d\cdot\mathbf r$ is excluded here, since it acts on the $s$ amplitude and shifts the $p$ slope. Theorem 1 then demands

$$a=\frac{Z_l}{l+1}\quad\text{for every occupied channel.} \tag{5}$$

The obstruction is thus a difference in $Z_l/(l+1)$, not in $Z_l$ itself. Equal nonzero charges conflict, since $s$ needs $a=Z$ and $p$ needs $a=Z/2$; a bare Coulomb potential is of this kind. Unequal charges with $Z_1=2Z_0$ are compatible in $s$ and $p$. The channels above $L$ share one charge, so (5) holds in two of them only if that charge and $a$ vanish; with $a\ne0$, compatibility extends to finitely many channels only.

## A general Jastrow factor

A Jastrow factor may also depend on the other electrons. Let $\Psi=e^JD$, where

$$J=J_0+\mathbf b\cdot\mathbf r-ar+K,\qquad D=\varphi_0+\mathbf g\cdot\mathbf r+O(r^2).$$

Here $D$ is smooth, and $J_0,\mathbf b,a,\varphi_0,\mathbf g$ are functions of $R'$. They are smooth enough for $H'\Psi$ to equal its value at $r=0$ plus $O(r)$; in particular, $a$ is continuous. The remainder satisfies $K=O(r^2)$, $\nabla K=O(r)$ and $\nabla^2K=O(1)$.

**Theorem 2.** Let $R'_*$ be a configuration with $\varphi_0=0$ and $\mathbf g\neq0$ that is a limit of configurations with $\varphi_0\ne0$. If the local energy $H\Psi/\Psi$ stays bounded as $r\to0$ along each fixed direction with $\Psi\neq0$ near the nucleus, both at $R'_*$ and at the neighbouring configurations, then $Z_1=2Z_0$.

*Proof.* First take $\varphi_0\ne0$. Then

$$e^{-J_0}\Psi=\varphi_0+(\mathbf g+\varphi_0\mathbf b)\cdot\mathbf r-a\varphi_0r+O(r^2).$$

Because $\nabla^2r=2/r$, the kinetic operator gives $a\varphi_0/r$. The potential gives $-Z_0\varphi_0/r$, since it acts on the constant through $l=0$. All other terms are bounded, so

$$\frac{H\Psi}{\Psi}=\frac{a-Z_0}{r}+O(1), \tag{6}$$

and boundedness requires $a=Z_0$.

At $R'_*$ the constant is absent:

$$e^{-J_0}\Psi=\mathbf g\cdot\mathbf r-a\,r\,\mathbf g\cdot\mathbf r+Q(\mathbf r)+O(r^3),$$

where $Q$ is a quadratic polynomial containing $(\mathbf b\cdot\mathbf r)(\mathbf g\cdot\mathbf r)$ and the second-order part of $D$. The product rule gives

$$\nabla^2(r\,\mathbf g\cdot\mathbf r)=\frac2r\,\mathbf g\cdot\mathbf r+2\,\mathbf n\cdot\mathbf g=4\,\mathbf g\cdot\mathbf n. \tag{7}$$

The kinetic operator therefore yields $2a\,\mathbf g\cdot\mathbf n$, and the potential yields $-Z_1\mathbf g\cdot\mathbf n$. The term $-\tfrac12\nabla^2Q$ and the limit of $H'\Psi$ do not depend on $\mathbf n$; call their sum $c$, after division by $e^{J_0}$. The product $W\Psi$ is $O(r)$. The remainder from $K$ is $K\,\mathbf g\cdot\mathbf r$ to leading order, whose Laplacian $\mathbf g\cdot\mathbf r\,\nabla^2K+2\mathbf g\cdot\nabla K$ is $O(r)$. Thus

$$\frac{H\Psi}{\Psi}=\frac{(2a-Z_1)\,\mathbf g\cdot\mathbf n+c}{r\,\mathbf g\cdot\mathbf n}+O(1) \tag{8}$$

along a direction with $\mathbf g\cdot\mathbf n\ne0$. A constant cannot cancel a term odd in $\mathbf n$ for all directions, so $c=0$ and $a=Z_1/2$. But $a=Z_0$ at the neighbouring configurations, and $a$ is continuous. Hence $Z_0=Z_1/2$. $\square$

**Such configurations exist.** For two electrons of equal spin in an $s$ and a $p_z$ orbital, let $s(0)=1$ and $p(\mathbf r)=z\chi(r)$ with $\chi(0)=1$. Then

$$D=s(\mathbf r)p(\mathbf r_2)-p(\mathbf r)s(\mathbf r_2),\qquad\varphi_0=p(\mathbf r_2),\qquad\mathbf g=-s(\mathbf r_2)\hat{\mathbf z}.$$

The amplitude $\varphi_0$ vanishes on the plane $z_2=0$, where the first electron has a $p$ amplitude wherever $s(\mathbf r_2)\ne0$.

## The directional jump

Away from the node, choosing $a=Z_0$ removes the divergence (6). The $p$ mismatch then survives as a finite term.

**Proposition 1.** Let $\varphi_0\ne0$ and $a=Z_0$. Let $v_0(r)$ and $\nabla^2K$ have limits at $r=0$ that do not depend on direction. With $\mathbf h=\mathbf g/\varphi_0+\mathbf b$, the local energies approached from $\mathbf n$ and $-\mathbf n$ differ by

$$\Delta(\mathbf n)=2(2Z_0-Z_1)\,\mathbf h\cdot\mathbf n. \tag{9}$$

*Proof.* Write $\Psi=e^{-ar}e^KS$, where $S=e^{J_0+\mathbf b\cdot\mathbf r}D=S_0[1+\mathbf h\cdot\mathbf r+O(r^2)]$ is smooth. Through second order,

$$\frac{\Psi}{S_0}=1-ar+\mathbf h\cdot\mathbf r-a\,r\,\mathbf h\cdot\mathbf r+\tfrac12a^2r^2+P(\mathbf r)+K,$$

with $P$ a quadratic polynomial. The kinetic operator gives $a/r+2a\,\mathbf h\cdot\mathbf n$ plus a limit independent of direction, where (7) was used. The potential gives $-Z_0/r-Z_1\mathbf h\cdot\mathbf n$ plus another such limit. With $a=Z_0$ the terms in $1/r$ cancel, so dividing by $\Psi/S_0=1+O(r)$ does not alter the limit. The contributions of $W$ and $H'$ are continuous at $r=0$ because $\Psi\ne0$ there. What remains is a constant plus $(2Z_0-Z_1)\mathbf h\cdot\mathbf n$, and subtracting its value at $-\mathbf n$ gives (9). $\square$

A mismatched $p$ channel therefore need not make the local energy diverge as the electron reaches the nucleus. However, $\mathbf h$ contains $\mathbf g/\varphi_0$, so along directions with $\mathbf g\cdot\mathbf n\ne0$ the jump grows without bound as the other electrons approach $R'_*$, unless $Z_1=2Z_0$.

**Remark.** The condition on $K$ matters. A term $r\,\mathbf d\cdot\mathbf r$ in $J$ adds $-2\mathbf d\cdot\mathbf n$ to the local energy, by (7). It cancels the directional term if $\mathbf d=\tfrac12(2Z_0-Z_1)\mathbf h$. Unless $Z_1=2Z_0$, this $\mathbf d$ depends on the determinant and diverges at the node, in agreement with Theorem 2.

## Two remedies

**Separate orbital cusps.** Set $a=0$ and give the orbitals their own slopes: $-Z_0$ for each $s$ orbital and $-Z_1/2$ for the reduced function of each $p$ orbital. For a determinant of $s$ and $p$ orbitals,

$$D=\varphi_0(1-Z_0r)+\mathbf g\cdot\mathbf r\left(1-\tfrac12Z_1r\right)+\cdots,$$

where the omitted terms do not affect the singular or odd terms considered here. Multiplication by $e^{\mathbf b\cdot\mathbf r}$ adds $\varphi_0\,\mathbf b\cdot\mathbf r\,(1-Z_0r)$. The terms in $1/r$ cancel. The odd terms of order $r^0$ in $e^{-J_0}H\Psi$ are

$$Z_1\mathbf g\cdot\mathbf n+2Z_0\varphi_0\mathbf b\cdot\mathbf n-Z_1(\mathbf g+\varphi_0\mathbf b)\cdot\mathbf n=(2Z_0-Z_1)\varphi_0\,\mathbf b\cdot\mathbf n.$$

The first two are kinetic and the third comes from the potential. The direction-independent terms, such as $-\mathbf b\cdot\mathbf g$ from the kinetic operator acting on $(\mathbf b\cdot\mathbf r)(\mathbf g\cdot\mathbf r)$, are not removed by this choice; at a node they form the constant $c$ of (8), which must vanish separately for the local energy to stay bounded. The part of the jump that grows at the node has gone, and for $\varphi_0\ne0$ a jump $2(2Z_0-Z_1)\mathbf b\cdot\mathbf n$ remains. It arises because the electron-electron Jastrow factor, through $\mathbf b$, turns part of the $s$ orbital into a $p$ wave that carries the $s$ slope. At the node itself the value differs: in the triplet example below, the $d$ wave $(\mathbf b\cdot\mathbf r)(\mathbf g\cdot\mathbf r)$ carries the $p$ slope, and Lemma 2 with $l=2$ gives the jump $(3Z_1-2Z_2)\mathbf b\cdot\mathbf n$.

**A nonsingular potential.** If all $Z_l=0$, Theorem 1 requires zero slope in every channel. Smooth orbitals with $a=0$ satisfy this, and (9) gives no jump.

## Worked example

Take the model potential

$$V_l=-\frac{Z_v}{r}-\frac{(Z_l-Z_v)e^{-\gamma r}}{r},\qquad Z_v=4,\quad\gamma=2\ \text{bohr}^{-1}.$$

Its tail is $-4/r$ in every channel, and its residual charges are $Z_0=1$, $Z_1=3$ and $Z_2=6$, the last also serving all higher channels. No particular element is meant, and the unequal charges are a feature of the model: the tabulated potentials named above that have the assumed form carry one charge in all channels, so for them $Z_1=2Z_0$ holds only when that charge is zero. For the Stuttgart Si potential ($Z_l=4$) and $a=4$ bohr$^{-1}$, the triplet trial function below would have, by (8) and (9), the coefficient $2a-Z_1=+4$ hartree·bohr at the node and the jump $2(8-4)(-2.0505)=-16.40$ hartree along $+z$ at the generic position. The ratios $Z_l/(l+1)$ are $1$, $3/2$ and $2$.

Diagonalization in a radial basis that leaves the slope free gives $-1.000000$, $-1.500000$ and $-2.000000$ bohr$^{-1}$ for the lowest $s$, $p$ and $d$ states. With $Z_1=1$, equal to $Z_0$, the $p$ slope is $-0.500000$ bohr$^{-1}$, so equal charges do conflict. A regular field $z\,e^{-\mu r}$, of strength 1 hartree/bohr and with $\mu=1$ bohr$^{-1}$, mixes about 1.1% of $p$ character into the lowest state. The three slopes keep their values to the five decimals printed.

For the triplet, take $s=e^{-r^2}$, $p=ze^{-r^2}$ and the pair term $u=\tfrac14r_{12}/(1+r_{12})$ in $J$, with lengths in bohr. The one-body term is $-ar/(1+r)$ for each electron. The local energy evaluated numerically contains the kinetic and core-potential terms of the approaching electron. The omitted terms do not affect the jump, as shown above. They add no $1/r$ term at the node $z_2=0$ either: reflecting both electrons in the plane $z=0$ reverses $\Psi$ and leaves $H$ unchanged, so no constant $c$ can occur in (8).

The coefficient of $1/r$, in hartree·bohr, was found at $\mathbf r_2=(0.6,0,0.5)$ bohr and at the nodal position $(0.8,0,0)$ bohr:

| $a$ (bohr$^{-1}$) | generic | node |
|---|---:|---:|
| 1.0 | 0.0000 | −1.0000 |
| 1.5 | 0.5000 | 0.0000 |

These are $a-Z_0$ and $2a-Z_1$; each choice of $a$ cures one position and spoils the other. At the node with $a=1$, the evaluated local energy falls from $-102.46$ hartree at $r=0.01$ bohr to $-1002.55$ hartree at $r=0.001$ bohr along $\mathbf n=(0.6,0,0.8)$, the direction also used for the table.

For the jump along $+z$ with $a=1$, the orbitals give $g_z/\varphi_0=-1/z_2$. At $\mathbf r_2=(0.6,0,0.5)$ bohr the distance to the nucleus is $d=\sqrt{0.61}=0.781$ bohr, and

$$b_z=-\frac{z_2}{4d(1+d)^2}=-0.0505\ \text{bohr}^{-1}.$$

Therefore

$$\Delta=2(2-3)(-2-0.0505)=4.101\ \text{hartree},$$

in agreement with the measured 4.1009 hartree. Moving the second electron to $z_2=0.1$ bohr raises the measured jump to 20.03 hartree, mainly because $1/z_2$ has grown from 2 to 10 bohr$^{-1}$.

With separate orbital cusps the jump at $z_2=0.5$ bohr drops to 0.1009 hartree, which is the remainder $-2b_z$. With the charges $1,2,3$, compatible in $s$, $p$ and $d$ (the $f$ channel, which the pair factor populates, would need slope $-3/4$ bohr$^{-1}$), and $a=1$ bohr$^{-1}$, or with all $Z_l=0$ and $a=0$, the divergences and the jump vanish to the printed precision. At the node this relies on $c=0$, which here follows from the reflection symmetry; at a general node, matched slopes alone do not remove the term $c/(r\,\mathbf g\cdot\mathbf n)$ in (8). The numbers above cover the conflict, the compatible case and, for both remedies, the divergences and the jump away from the node. The jump at the node with separate orbital cusps follows from Lemma 2: at $(0.8,0,0)$ bohr, $b_x=-1/(4\cdot1.8^2)=-0.0772$ bohr$^{-1}$, so along $\mathbf n=(0.6,0,0.8)$ it is $(9-12)(-0.0772)(0.6)=0.139$ hartree.

## Table of computed values

```
Model: tail charge = 4.0 e, gamma = 2.0 bohr^-1
Residual charges s,p,d = 1.0, 3.0, 6.0 e
Radial basis functions per channel = 40
Uncoupled channels: lowest energy and reduced radial slope
l=0, Z_l=1.0 e: E=-3.384960 hartree, slope=-1.000000 bohr^-1
l=1, Z_l=3.0 e: E=-1.827684 hartree, slope=-1.500000 bohr^-1
l=2, Z_l=6.0 e: E=-0.924865 hartree, slope=-2.000000 bohr^-1
l=1, Z_l=0.0 e: E=-1.513216 hartree, slope=-0.000000 bohr^-1
l=1, Z_l=1.0 e: E=-1.594101 hartree, slope=-0.500000 bohr^-1
l=1, Z_l=2.0 e: E=-1.696202 hartree, slope=-1.000000 bohr^-1
Coupling F*z*exp(-mu*r): F=1.0 hartree/bohr, mu=1.0 bohr^-1
Coupled lowest energy = -3.403566 hartree
Coupled l=0: population=0.989096, slope=-1.00000 bohr^-1
Coupled l=1: population=0.010873, slope=-1.50000 bohr^-1
Coupled l=2: population=0.000032, slope=-2.00000 bohr^-1
Triplet: second electron generic = (0.6, 0.0, 0.5) bohr
Triplet: second electron at node = (0.8, 0.0, 0.0) bohr
Smallest probe radius = 0.0005 bohr
Coefficient C in local energy C/r + finite
a=1.0 bohr^-1: generic C=-0.0000, nodal C=-1.0000 hartree*bohr
a=1.5 bohr^-1: generic C=0.5000, nodal C=-0.0000 hartree*bohr
Node, a=1.0 bohr^-1, r=0.010 bohr: local energy=-102.457 hartree
Node, a=1.0 bohr^-1, r=0.001 bohr: local energy=-1002.550 hartree
Directional jump (+z minus -z) with a=1.0 bohr^-1
z_2=0.5 bohr: measured=4.1009, predicted=4.1009 hartree
z_2=0.1 bohr: measured=20.0308, predicted=20.0318 hartree
Compatible residual charges s,p,d = 1.0, 2.0, 3.0 e
Compatible, a=1.0 bohr^-1: |C| generic=0.0000, node=0.0000 hartree*bohr
Compatible: |jump|=0.000 hartree
Orbital cusps s,p = 1.0, 1.5 bohr^-1; Jastrow a=0
Orbital cure: |C| generic=0.0000, node=0.0000 hartree*bohr
Orbital cure: jump=0.1009, predicted=0.1009 hartree
All Z_l=0, a=0: |C| generic=0.0000, node=0.0000 hartree*bohr
All Z_l=0, a=0: |jump|=0.000 hartree
```
